**Interface-phonon energy and the two image energies of a fixed charge**

For a charge $Q$ at depth $d$ in a semiconductor of constant $\epsilon_s$, the summed interface-phonon energy is $-(Q^2/2d)[1/(\epsilon_s+\epsilon_\infty)-1/(\epsilon_s+\epsilon_0)]$. Here $\epsilon_\infty$ and $\epsilon_0$ are the oxide constants with clamped and relaxed ions. The program discretizes the ions and the electrostatic potential, diagonalizes all 640 ionic modes, and asserts that their summed second-order energy matches the image-energy difference. It also asserts that two modes couple at the probed depth, with the predicted energies and strengths, and that separate Poisson solutions reproduce both image energies. A number-basis diagonalization tests the uniform level shift of a linearly driven oscillator. For one elementary charge 1 nm from the oxide, the formula gives −0.021748 eV and the discretized mode sum −0.021744 eV. The output also gives estimates for a metal gate, an interlayer, carrier screening and recoil; the code for these is asserted in limiting cases.

## Check in Python

```python
"""
Result under test: a fixed charge Q at depth d in a semiconductor (eps_s),
beside a thick polar oxide, has the summed second-order interface-phonon energy
  E2 = -(Q^2/2d) [1/(eps_s+eps_inf) - 1/(eps_s+eps_0)] = W(eps_0) - W(eps_inf),
  W(eps) = Q^2/(4 eps_s d) * (eps_s-eps)/(eps_s+eps)   (image energy).
eps_inf, eps_0: oxide constants with clamped and with relaxed ions.
omega_t, strength: transverse phonon energies and their dielectric strengths.
omega_s, delta: interface phonon energies and their coupling weights.
Gaussian electrostatics; e2 = e^2/(4 pi eps_vacuum) in eV nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq

pi = np.pi
e2 = const.e / (4 * pi * const.epsilon_0) * 1e9
hartree = const.physical_constants["Hartree energy in eV"][0]
hb2_2m0 = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
hbar_c = const.hbar * const.c / const.e * 1e9                # eV nm

# Rough parameters: silicon beside an oxide like hafnium dioxide
eps_s, eps_inf = 11.7, 5.0
omega_t = np.array([0.012, 0.048])      # eV
strength = np.array([15.5, 1.5])
eps_0 = eps_inf + strength.sum()
d = 1.0                                 # nm
temperature = 300.0                     # K
kT = const.k * temperature / const.e


def eps_oxide(w):
    return eps_inf + np.sum(strength * omega_t**2 / (omega_t**2 - w**2))


def image_energy(eps, depth):
    return e2 / (4 * eps_s * depth) * (eps_s - eps) / (eps_s + eps)


# Interface phonons from the small dynamical matrix
g = np.sqrt(strength * omega_t**2 / (eps_s + eps_inf))
squares, vectors = np.linalg.eigh(np.diag(omega_t**2) + np.outer(g, g))
omega_s = np.sqrt(squares)
delta = (vectors.T @ g)**2 / ((eps_s + eps_inf) * squares)
delta_total = 1 / (eps_s + eps_inf) - 1 / (eps_s + eps_0)
assert np.isclose(delta.sum(), delta_total, rtol=1e-11)


def secular(w):
    return eps_oxide(w) + eps_s


roots = np.array([
    brentq(secular, omega_t[0] * (1 + 1e-8), omega_t[1] * (1 - 1e-8)),
    brentq(secular, omega_t[1] * (1 + 1e-8), 10 * omega_t[1])])
assert np.allclose(roots, omega_s, rtol=1e-8)
w_probe = 0.031
expansion = 1 / (eps_s + eps_inf) - np.sum(
    delta * squares / (squares - w_probe**2))
assert np.isclose(1 / secular(w_probe), expansion, rtol=1e-10)

# Full discretized ion-plus-field problem at q = 1 (lengths in units of 1/q).
# Potential on nodes, normal field on links, in-plane field on nodes.
h, n_ox, n_semi = 0.05, 160, 200
n_all = n_ox + n_semi
rows = []
weights = []
in_oxide = []
for link in range(n_all):
    row = np.zeros(n_all + 1)
    row[link], row[link + 1] = -1 / h, 1 / h
    rows.append(row)
    weights.append(h)
    in_oxide.append(link < n_ox)
for node in list(range(1, n_ox + 1)) + list(range(n_ox, n_all)):
    row = np.zeros(n_all + 1)
    row[node] = 1.0
    rows.append(row)
    weights.append(h / 2 if node == n_ox else h)
    in_oxide.append(len(rows) <= n_all + n_ox)
gradient = np.array(rows)[:, 1:-1]      # potential vanishes at far ends
weights = np.array(weights)
in_oxide = np.array(in_oxide)


def green(eps):
    """Potential at each node due to a unit charge at each node."""
    local_eps = np.where(in_oxide, eps, eps_s)
    operator = gradient.T @ ((weights * local_eps)[:, None] * gradient)
    return 4 * pi * np.linalg.inv(operator)


x = h * np.arange(121)                  # charge depth times q
charge_nodes = n_ox - 1 + np.arange(121)
g_clamped = green(eps_inf)
g_uniform = green(eps_s)

# Image energies from Poisson solutions, integrated over wavevector
image_errors = []
for eps, g_eps in ((eps_inf, g_clamped), (eps_0, green(eps_0))):
    half_phi = 0.5 * np.diag(g_eps - g_uniform)[charge_nodes]
    numerical = e2 / d * simpson(half_phi, x=x) / (2 * pi)
    image_errors.append(abs(numerical / image_energy(eps, d) - 1))
# second-order grid error, roughly h^2
assert max(image_errors) < 4e-3

# Diagonalize all ionic modes; no interface mode is assumed
gamma = np.sqrt(strength * omega_t**2 / (4 * pi))
ion_gradient = np.sqrt(weights[in_oxide])[:, None] * gradient[in_oxide]
ion_field = ion_gradient @ g_clamped @ ion_gradient.T
stiffness = np.kron(np.diag(omega_t**2), np.eye(len(ion_field)))
stiffness += np.kron(np.outer(gamma, gamma), ion_field)
mode_squares, modes = np.linalg.eigh(stiffness)
mode_omega = np.sqrt(mode_squares)
force = np.kron(gamma[:, None], ion_gradient @ g_clamped[:, charge_nodes])
coupling_squared = (modes.T @ force)**2 / (2 * mode_omega[:, None])
mode_shifts = -coupling_squared / mode_omega[:, None]
E_modes = e2 / d * simpson(mode_shifts.sum(axis=0), x=x) / (2 * pi)
E_difference = image_energy(eps_0, d) - image_energy(eps_inf, d)
E_branches = -e2 * delta / (2 * d)
assert abs(E_modes / E_difference - 1) < 4e-3     # grid error

# Only two modes couple; test their energies and coupling strengths
probe = 20                              # charge depth q d = 1
share = mode_shifts[:, probe] / mode_shifts[:, probe].sum()
active = np.where(share > 1e-7)[0]
assert len(active) == 2
assert np.allclose(mode_omega[active], omega_s, rtol=1e-3)
predicted = 2 * pi * omega_s * delta * np.exp(-2 * x[probe])
assert np.allclose(coupling_squared[active, probe], predicted, rtol=4e-3)

# Level shift of one linearly driven oscillator, ground and excited levels
size, m_ratio = 90, 0.7
lower = np.diag(np.sqrt(np.arange(1, size)), 1)
levels = np.linalg.eigvalsh(np.diag(np.arange(size)) * 1.0
                            + m_ratio * (lower + lower.T))
assert np.allclose(levels[:5], np.arange(5) - m_ratio**2, atol=1e-8)


# Neglected layers: each is described by an effective oxide constant at q
def layered_image(effective):
    def integrand(q):
        e = effective(q)
        return np.exp(-2 * q * d) * (eps_s - e) / (eps_s + e)
    return e2 / (2 * eps_s) * quad(integrand, 0, 30 / d, limit=300)[0]


def gate_part(thickness):
    values = [layered_image(lambda q, e=e: e / np.tanh(q * thickness))
              for e in (eps_0, eps_inf)]
    return values[0] - values[1]


layer_0, layer_inf = 3.9, 2.5           # rough silicon dioxide constants


def interlayer_part(thickness):
    def effective(q, e, layer):
        t = np.tanh(q * thickness)
        return layer * (e + layer * t) / (layer + e * t)
    return (layered_image(lambda q: effective(q, eps_0, layer_0))
            - layered_image(lambda q: effective(q, eps_inf, layer_inf)))


assert np.isclose(gate_part(1e4), E_difference, rtol=2e-3)
thick_layer = image_energy(layer_0, d) - image_energy(layer_inf, d)
assert np.isclose(interlayer_part(1e4), thick_layer, rtol=2e-3)
assert np.isclose(interlayer_part(0.0), E_difference, rtol=1e-6)

# Inversion layer in the plane of the charge: long-wave static screening
mass_light, mass_heavy, valleys = 0.19, 0.92, 2
density_of_states = valleys * mass_light / (2 * pi * hb2_2m0)


def screened_part(density):
    response = density_of_states * (
        -np.expm1(-density / (density_of_states * kT)))

    def integrand(q):
        out = []
        for e in (eps_0, eps_inf):
            reflection = (eps_s - e) / (eps_s + e)
            bare = 2 * pi * e2 / (q * eps_s) * (
                1 + reflection * np.exp(-2 * q * d))
            out.append(bare / (1 + response * bare))
        return q * (out[0] - out[1]) / (4 * pi)
    return quad(integrand, 0, 30 / d, limit=300)[0]


assert np.isclose(screened_part(1e-8), E_difference, rtol=1e-3)


# Mobile carrier at zero in-plane momentum and fixed depth
def cold_carrier(mass_x, mass_y):
    angle = 2 * pi * np.arange(64) / 64
    inverse_mass = np.cos(angle)**2 / mass_x + np.sin(angle)**2 / mass_y
    total = 0.0
    for w, weight in zip(omega_s, delta):
        total -= e2 * weight * w * quad(
            lambda q: np.exp(-2 * q * d)
            * np.mean(1 / (w + hb2_2m0 * q**2 * inverse_mass)),
            0, 30 / d, limit=200)[0]
    return total


def warm_carrier(mass):
    """Emission plus principal-value absorption at the stated temperature."""
    a = hb2_2m0 / mass
    total = 0.0
    for w, weight in zip(omega_s, delta):
        n = 1 / np.expm1(w / kT)
        pole = np.sqrt(w / a)
        emission = quad(lambda q: np.exp(-2 * q * d) / (w + a * q**2),
                        0, 30 / d, limit=200)[0]
        absorption = quad(lambda q: np.exp(-2 * q * d) / (a * (q + pole)),
                          0, 2 * pole, weight="cauchy", wvar=pole,
                          limit=300)[0]
        absorption += quad(lambda q: np.exp(-2 * q * d) / (a * q**2 - w),
                           2 * pole, 2 * pole + 30 / d, limit=200)[0]
        total -= e2 * weight * w * ((n + 1) * emission + n * absorption)
    return total


assert np.isclose(cold_carrier(1e6, 1e6), E_difference, rtol=1e-4)
# remaining recoil at this large mass is about one part in a thousand
assert np.isclose(warm_carrier(3e3), E_difference, rtol=5e-3)

gate_thickness, layer_thickness = 3.0, 0.5      # nm
sheet_density = 0.01                            # nm^-2
cell = 0.5                                      # nm, rough lattice period
field = 2 * e2 / ((eps_s + eps_0) * d**2) * 10  # V/nm to MV/cm
cloud = np.sum(-E_branches / omega_s)


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Coulomb constant e2", e2, "eV nm", 6)
show("semiconductor constant eps_s", eps_s)
show("oxide constant, clamped ions eps_inf", eps_inf)
show("oxide constant, relaxed ions eps_0", eps_0)
for i in range(2):
    show(f"transverse phonon {i+1} energy", omega_t[i], "eV")
    show(f"transverse phonon {i+1} strength", strength[i])
    show(f"interface phonon {i+1} energy", omega_s[i], "eV")
    show(f"interface phonon {i+1} weight Delta", delta[i])
    show(f"interface phonon {i+1} energy shift", E_branches[i], "eV")
show("sum of weights Delta", delta.sum())
show("charge depth", d, "nm")
show("charge depth converted", 10 * d, "angstrom")
show("image energy, clamped ions", image_energy(eps_inf, d), "eV")
show("image energy, relaxed ions", image_energy(eps_0, d), "eV")
show("image-energy difference", E_difference, "eV")
show("difference converted", E_difference / hartree, "hartree")
show("sum over all discretized ionic modes", E_modes, "eV")
show("relative gap of that sum", abs(E_modes / E_difference - 1), "", 2)
show("largest relative gap, Poisson images", max(image_errors), "", 2)
print("number of ionic modes diagonalized:", len(mode_omega))
print("number of modes that couple at q d = 1:", len(active))
show("mean phonon number in the cloud (zero temperature)", cloud, "", 4)
for depth in (0.5, 2.0, 5.0):
    show(f"phonon energy at depth {depth} nm",
         image_energy(eps_0, depth) - image_energy(eps_inf, depth), "eV")
show("temperature", temperature, "K")
show("thermal energy kT", kT, "eV", 4)
show("metal-gated oxide thickness", gate_thickness, "nm")
show("phonon energy with metal gate", gate_part(gate_thickness), "eV", 4)
show("silicon-dioxide interlayer thickness", layer_thickness, "nm")
print(f"interlayer constants, static and clamped: {layer_0}, {layer_inf}")
show("phonon energy with interlayer",
     interlayer_part(layer_thickness), "eV", 4)
show("inversion-layer density", sheet_density * 1e14, "cm^-2")
show("degeneracy ratio n/(N0 kT)",
     sheet_density / (density_of_states * kT), "", 3)
show("phonon energy with sheet screening",
     screened_part(sheet_density), "eV", 4)
print(f"carrier masses, light and heavy: {mass_light}, {mass_heavy} m0")
show("mobile carrier, light isotropic mass, 0 K",
     cold_carrier(mass_light, mass_light), "eV", 4)
show("mobile carrier, anisotropic mass, 0 K",
     cold_carrier(mass_light, mass_heavy), "eV", 4)
show("mobile carrier, light isotropic mass, 300 K",
     warm_carrier(mass_light), "eV", 4)
show("static oxide field below the charge", field, "MV/cm", 3)
show("rough lattice period", cell, "nm")
show("energy fraction beyond q = pi/period",
     np.exp(-2 * pi * d / cell), "", 2)
show("retardation parameter omega d/c", omega_s[1] * d / hbar_c, "", 2)
print("PASS")
```

Output:

```
Coulomb constant e2: 1.43996 eV nm
semiconductor constant eps_s: 11.7
oxide constant, clamped ions eps_inf: 5
oxide constant, relaxed ions eps_0: 22
transverse phonon 1 energy: 0.012 eV
transverse phonon 1 strength: 15.5
interface phonon 1 energy: 0.016289 eV
interface phonon 1 weight Delta: 0.024724
interface phonon 1 energy shift: -0.017801 eV
transverse phonon 2 energy: 0.048 eV
transverse phonon 2 strength: 1.5
interface phonon 2 energy: 0.050232 eV
interface phonon 2 weight Delta: 0.005483
interface phonon 2 energy shift: -0.0039477 eV
sum of weights Delta: 0.030207
charge depth: 1 nm
charge depth converted: 10 angstrom
image energy, clamped ions: 0.012344 eV
image energy, relaxed ions: -0.009404 eV
image-energy difference: -0.021748 eV
difference converted: -0.00079923 hartree
sum over all discretized ionic modes: -0.021744 eV
relative gap of that sum: 0.00021
largest relative gap, Poisson images: 0.00021
number of ionic modes diagonalized: 640
number of modes that couple at q d = 1: 2
mean phonon number in the cloud (zero temperature): 1.171
phonon energy at depth 0.5 nm: -0.043497 eV
phonon energy at depth 2.0 nm: -0.010874 eV
phonon energy at depth 5.0 nm: -0.0043497 eV
temperature: 300 K
thermal energy kT: 0.02585 eV
metal-gated oxide thickness: 3 nm
phonon energy with metal gate: -0.01917 eV
silicon-dioxide interlayer thickness: 0.5 nm
interlayer constants, static and clamped: 3.9, 2.5
phonon energy with interlayer: -0.01449 eV
inversion-layer density: 1e+12 cm^-2
degeneracy ratio n/(N0 kT): 0.244
phonon energy with sheet screening: -0.007204 eV
carrier masses, light and heavy: 0.19, 0.92 m0
mobile carrier, light isotropic mass, 0 K: -0.01073 eV
mobile carrier, anisotropic mass, 0 K: -0.01263 eV
mobile carrier, light isotropic mass, 300 K: -0.013 eV
static oxide field below the charge: 0.855 MV/cm
rough lattice period: 0.5 nm
energy fraction beyond q = pi/period: 3.5e-06
retardation parameter omega d/c: 0.00025
PASS
```
